# From jj to LS coupling: labelling the levels of p²: a program that tests the result

```python
# Result under test: jj-coupled states of l^2 (and of l^2 plus one electron in
# another shell) are carried to LS coupling by 9j coefficients, with an extra
# factor sqrt(2) when the two equivalent electrons have different j.
# For p^2 this gives the intermediate-coupling levels and their labels.
# Symbols: F2 = Slater integral F^2/25, zeta = spin-orbit parameter,
# chi = zeta/F2. Energies are in units of F2, with F0 left out.
# Angular momenta in the recoupling functions are stored as doubled integers.
from functools import lru_cache
from math import factorial, sqrt
import numpy as np
from scipy.optimize import brentq
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


# ---------- recoupling coefficients from the Racah sum ----------
def triangle(a, b, c):
    return (a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b


def delta(a, b, c):
    return sqrt(factorial((a + b - c) // 2) * factorial((a - b + c) // 2)
                * factorial((b + c - a) // 2) / factorial((a + b + c) // 2 + 1))


@lru_cache(None)
def six_j(a, b, c, d, e, f):
    triads = [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]
    if not all(triangle(*t) for t in triads):
        return 0.0
    low = [sum(t) // 2 for t in triads]
    high = [(a + b + d + e) // 2, (b + c + e + f) // 2, (a + c + d + f) // 2]
    total = 0.0
    for t in range(max(low), min(high) + 1):
        denominator = 1
        for x in low:
            denominator *= factorial(t - x)
        for x in high:
            denominator *= factorial(x - t)
        total += (-1)**t * factorial(t + 1) / denominator
    for t in triads:
        total *= delta(*t)
    return total


def nine_j(a, b, c, d, e, f, g, h, i):
    return sum((-1)**x * (x + 1) * six_j(a, d, g, h, i, x)
               * six_j(b, e, h, d, x, f) * six_j(c, f, i, x, a, b)
               for x in range(0, a + i + 1))


def recoupling(l1, l2, L, s1, s2, S, j1, j2, J):
    return (sqrt((L + 1) * (S + 1) * (j1 + 1) * (j2 + 1))
            * nine_j(l1, l2, L, s1, s2, S, j1, j2, J))


def subshell(l, L, S, ja, jb, J):
    norm = 1.0 if ja == jb else sqrt(2)
    return norm * recoupling(l, l, L, 1, 1, S, ja, jb, J)


def ls_terms(l, J):
    return [(L, S) for S in (2, 0) for L in range(0, 2 * l + 1, 2)
            if (L + S) % 4 == 0 and triangle(L, S, J)]


def jj_pairs(l, J):
    js = (l - 1, l + 1)
    return [(a, b) for a in js for b in js if a <= b and triangle(a, b, J)
            and (a != b or J % 4 == 0)]


# ---------- explicit coupled wave functions ----------
@lru_cache(None)
def cg(a, b, c, ma, mb, mc):
    return float(clebsch_gordan(*[Rational(x, 2) for x in (a, b, c, ma, mb, mc)]))


def single(j):
    return {m: np.eye(j + 1)[(m + j) // 2] for m in range(-j, j + 1, 2)}


def couple(A, a, B, b, c):
    result = {}
    for M in range(-c, c + 1, 2):
        result[M] = sum(cg(a, b, c, m, M - m, M) * np.multiply.outer(A[m], B[M - m])
                        for m in A if M - m in B)
    return result


def electron(l, j):
    return {m: v.ravel() for m, v in couple(single(l), l, single(1), 1, j).items()}


def pair_ls(l, L, S, J):
    orbital = couple(single(l), l, single(l), l, L)
    spin = couple(single(1), 1, single(1), 1, S)
    size = 2 * (l + 1)
    return couple(orbital, L, spin, S, J)[J].transpose(0, 2, 1, 3).reshape(size, size)


def pair_jj(l, ja, jb, J):
    state = couple(electron(l, ja), ja, electron(l, jb), jb, J)
    if ja != jb:
        state = {m: (v - v.T) / sqrt(2) for m, v in state.items()}
    return state


subshell_error = 0.0
for l in (2, 4):
    for J in range(0, 2 * l + 3, 2):
        terms, pairs = ls_terms(l, J), jj_pairs(l, J)
        assert len(terms) == len(pairs)
        for L, S in terms:
            ls_state = pair_ls(l, L, S, J)
            assert np.allclose(ls_state, -ls_state.T, atol=1e-12)
            for ja, jb in pairs:
                jj_state = pair_jj(l, ja, jb, J)[J]
                assert abs(np.sum(jj_state**2) - 1) < 1e-12
                assert np.allclose(jj_state, -jj_state.T, atol=1e-12)
                error = abs(np.sum(ls_state * jj_state) - subshell(l, L, S, ja, jb, J))
                subshell_error = max(subshell_error, error)
assert subshell_error < 1e-12


# p^2 plus one electron in a different p shell, total J = 3/2
def antisymmetrize(state):
    full = np.zeros((12, 12, 12))
    full[:6, :6, 6:] = state
    return (full + full.transpose(1, 2, 0) + full.transpose(2, 0, 1)) / sqrt(3)


J3 = 3
ls_states, ls_names, jj_states, jj_names = [], [], [], []
for L1, S1 in ((2, 2), (4, 0), (0, 0)):
    for L in range(0, 7, 2):
        for S in (1, 3):
            if triangle(L1, 2, L) and triangle(S1, 1, S) and triangle(L, S, J3):
                orbital = couple(couple(single(2), 2, single(2), 2, L1), L1, single(2), 2, L)
                spin = couple(couple(single(1), 1, single(1), 1, S1), S1, single(1), 1, S)
                state = couple(orbital, L, spin, S, J3)[J3]
                state = state.transpose(0, 3, 1, 4, 2, 5).reshape(6, 6, 6)
                ls_states.append(antisymmetrize(state).ravel())
                ls_names.append((L1, S1, L, S))
for J1 in (0, 2, 4):
    for ja, jb in jj_pairs(2, J1):
        for j in (1, 3):
            if triangle(J1, j, J3):
                state = couple(pair_jj(2, ja, jb, J1), J1, electron(2, j), j, J3)[J3]
                jj_states.append(antisymmetrize(state).ravel())
                jj_names.append((ja, jb, J1, j))
explicit = np.array(ls_states) @ np.array(jj_states).T
formula = np.array([[subshell(2, L1, S1, ja, jb, J1)
                     * recoupling(L1, 2, L, S1, 1, S, J1, j, J3)
                     for ja, jb, J1, j in jj_names] for L1, S1, L, S in ls_names])
shell_error = np.max(abs(explicit - formula))
assert explicit.shape == (8, 8) and shell_error < 1e-12
assert np.allclose(explicit @ explicit.T, np.eye(8), atol=1e-12)

# ---------- independent p^2 Hamiltonian in 15 antisymmetric states ----------
x, wx = np.polynomial.legendre.leggauss(8)
phi = np.arange(12) * 2 * np.pi / 12
sine = np.sqrt(1 - x**2)
n = np.array([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
              np.outer(x, np.ones(12))]).reshape(3, -1)
weight = np.outer(wx, np.full(12, 2 * np.pi / 12)).ravel()
p = sqrt(3 / (4 * np.pi)) * n
moment = np.einsum('g,ag,cg,ig,jg->acij', weight, p, p, n, n)
I2, I3, I6 = np.eye(2), np.eye(3), np.eye(6)
legendre2 = (1.5 * np.einsum('acij,bdij->abcd', moment, moment)
             - 0.5 * np.einsum('ac,bd->abcd', I3, I3))
coulomb = 25 * np.einsum('abcd,su,tv->asbtcudv', legendre2, I2, I2).reshape(36, 36)
epsilon = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[a, b, c], epsilon[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_op = [np.kron(-1j * epsilon[k], I2) for k in range(3)]
s_op = [np.kron(I3, pauli[k] / 2) for k in range(3)]


def both(one):
    return np.kron(one, I6) + np.kron(I6, one)


columns = []
for a in range(6):
    for b in range(a):
        v = np.zeros((6, 6))
        v[a, b], v[b, a] = 1 / sqrt(2), -1 / sqrt(2)
        columns.append(v.ravel())
A = np.array(columns).T
C = A.T @ coulomb @ A
SO = A.T @ both(sum(l_op[k] @ s_op[k] for k in range(3))) @ A
S2 = A.T @ sum(both(s) @ both(s) for s in s_op) @ A
J2 = A.T @ sum(both(l_op[k] + s_op[k]) @ both(l_op[k] + s_op[k]) for k in range(3)) @ A
j2_values, j2_vectors = np.linalg.eigh(J2)
sectors = {J: j2_vectors[:, abs(j2_values - J * (J + 1)) < 1e-8] for J in (0, 1, 2)}
assert [sectors[J].shape[1] for J in (0, 1, 2)] == [2, 3, 10]


def determinant_levels(chi, J):
    """(energy, triplet weight, mean of sum l.s) for lowest and highest level."""
    V = sectors[J]
    energies, vectors = np.linalg.eigh(V.conj().T @ (C + chi * SO) @ V)
    result = []
    for k in (0, -1):
        v = V @ vectors[:, k]
        result.append((energies[k], (v.conj() @ S2 @ v).real / 2, (v.conj() @ SO @ v).real))
    return result


def low_jj_weight(chi, J):
    mean = determinant_levels(chi, J)[0][2]
    return (1 - mean) / (3 if J == 0 else 1.5)


# ---------- levels through the jj-to-LS transformation ----------
term_energy = {(2, 2): -5.0, (4, 0): 1.0, (0, 0): 10.0}
term_name = {(2, 2): '3P', (4, 0): '1D', (0, 0): '1S'}
pair_so = {(1, 1): -2.0, (1, 3): -0.5, (3, 3): 1.0}
pair_name = {(1, 1): '(1/2,1/2)', (1, 3): '(1/2,3/2)', (3, 3): '(3/2,3/2)'}


def transformation(J):
    terms, pairs = ls_terms(2, 2 * J), jj_pairs(2, 2 * J)
    terms.sort(key=lambda t: term_energy[t])
    T = np.array([[subshell(2, L, S, a, b, 2 * J) for a, b in pairs] for L, S in terms])
    return T, terms, pairs


def coupled_levels(chi, J):
    T, terms, pairs = transformation(J)
    H = (T.T @ np.diag([term_energy[t] for t in terms]) @ T
         + chi * np.diag([pair_so[q] for q in pairs]))
    energies, vectors = np.linalg.eigh(H)
    result = []
    for k, energy in enumerate(energies):
        c = vectors[:, k]
        c = c * np.sign(c[np.argmax(abs(c))])
        result.append((energy, c, T @ c))
    return result, terms, pairs


ratios = (0.1, 1.0, 3.0, 10.0, 20.0)
energy_error = weight_error = 0.0
for chi in ratios:
    for J in (0, 1, 2):
        levels, terms, pairs = coupled_levels(chi, J)
        reference = determinant_levels(chi, J)
        for k in ((0,) if J == 1 else (0, 1)):
            energy, c_jj, c_ls = levels[k]
            mean = sum(c_jj[i]**2 * pair_so[q] for i, q in enumerate(pairs))
            energy_error = max(energy_error, abs(energy - reference[k][0]))
            weight_error = max(weight_error, abs(c_ls[0]**2 - reference[k][1]),
                               abs(mean - reference[k][2]))
    g2, g0 = sqrt(36 - 6 * chi + 2.25 * chi**2), sqrt(225 + 30 * chi + 9 * chi**2)
    for J, gap, ls_part, jj_part in ((2, g2, 6 - chi / 2, 1.5 * chi - 2),
                                     (0, g0, 15 + chi, 3 * chi + 5)):
        low, high = determinant_levels(chi, J)
        assert abs(high[0] - low[0] - gap) < 1e-9
        assert abs(low[1] - (1 + ls_part / gap) / 2) < 1e-9
        assert abs(low_jj_weight(chi, J) - (1 + jj_part / gap) / 2) < 1e-9
assert energy_error < 1e-9 and weight_error < 1e-9

# ---------- crossings and limits, found on the determinant Hamiltonian ----------
ls_swap = brentq(lambda c: determinant_levels(c, 2)[0][1] - 0.5, 5, 20)
jj_swap = brentq(lambda c: low_jj_weight(c, 2) - 0.5, 0.5, 3)
purity2 = brentq(lambda c: determinant_levels(c, 2)[0][1] - low_jj_weight(c, 2), 1, 8)
purity0 = brentq(lambda c: determinant_levels(c, 0)[0][1] - low_jj_weight(c, 0), 1, 10)
assert np.allclose([ls_swap, jj_swap, purity2, purity0], [12, 4 / 3, 4, 5], atol=1e-8)
scan = [determinant_levels(c, 0)[0][1] for c in np.logspace(-2, 4, 40)]
assert min(scan) > 2 / 3 and np.all(np.diff(scan) < 0)
assert abs(scan[-1] - 2 / 3) < 1e-3

# ---------- parameters recovered from five levels with an arbitrary zero ----------
model_ratio, offset = 3.0, 7.0
E = {J: [v[0] + offset for v in determinant_levels(model_ratio, J)] for J in (0, 1, 2)}
found_F2 = (sum(E[0]) - 2 * E[1][0]) / 15
found_zeta = 2 / 3 * (sum(E[2]) - 2 * E[1][0] - 6 * found_F2)
assert abs(found_F2 - 1) < 1e-9 and abs(found_zeta - model_ratio) < 1e-9

# ---------- printed results ----------
print('Coefficients <LS|jj> and weights are dimensionless; energies in F2')
for J in (0, 1, 2):
    T, terms, pairs = transformation(J)
    print(f'J={J} columns:', ' '.join(pair_name[q] for q in pairs))
    for t, row in zip(terms, T):
        print(f'  <{term_name[t]}{J}|jj> =', ' '.join(f'{v:+.6f}' for v in row))
print(f'largest error, p2 and d2 subshell coefficients: {subshell_error:.0e}')
print(f'largest error, p2 p\' coefficients at J=3/2: {shell_error:.0e}')
levels, terms, pairs = coupled_levels(model_ratio, 2)
print(f'chi={model_ratio:g}, lower J=2, jj amplitudes:',
      ' '.join(f'{pair_name[q]} {v:+.5f}' for q, v in zip(pairs, levels[0][1])))
print(f'chi={model_ratio:g}, lower J=2, LS amplitudes:',
      ' '.join(f'{term_name[t]} {v:+.5f}' for t, v in zip(terms, levels[0][2])))
print('Levels: chi, J, energy/F2, main LS label and weight, main jj label and weight')
for chi in ratios:
    rows = []
    for J in (0, 1, 2):
        levels, terms, pairs = coupled_levels(chi, J)
        for energy, c_jj, c_ls in levels:
            a, b = np.argmax(c_ls**2), np.argmax(c_jj**2)
            rows.append((energy, f'{chi:5.1f} J={J} {energy:9.4f} {term_name[terms[a]]}{J} '
                         f'{c_ls[a]**2:.4f} {pair_name[pairs[b]]} {c_jj[b]**2:.4f}'))
    for row in sorted(rows):
        print(row[1])
print(f'J=2 main LS labels exchange at chi = {ls_swap:.6f}')
print(f'J=2 main jj labels exchange at chi = {jj_swap:.6f}')
print(f'equal LS and jj purity at chi = {purity2:.6f} (J=2), {purity0:.6f} (J=0)')
print(f'lower J=0 triplet weight at chi = 10000: {scan[-1]:.6f}')
print(f'inversion input, zero shifted by {offset:g} F2: J=0 {E[0][0]:.4f} {E[0][1]:.4f}, '
      f'J=1 {E[1][0]:.4f}, J=2 {E[2][0]:.4f} {E[2][1]:.4f} F2')
print(f'recovered: F2 = {found_F2:.6f}, zeta = {found_zeta:.6f} (units of input F2)')
print('all tests passed')
```

Output:

```
Coefficients <LS|jj> and weights are dimensionless; energies in F2
J=0 columns: (1/2,1/2) (3/2,3/2)
  <3P0|jj> = +0.816497 -0.577350
  <1S0|jj> = +0.577350 +0.816497
J=1 columns: (1/2,3/2)
  <3P1|jj> = +1.000000
J=2 columns: (1/2,3/2) (3/2,3/2)
  <3P2|jj> = +0.577350 +0.816497
  <1D2|jj> = -0.816497 +0.577350
largest error, p2 and d2 subshell coefficients: 8e-16
largest error, p2 p' coefficients at J=3/2: 1e-15
chi=3, lower J=2, jj amplitudes: (1/2,3/2) +0.83792 (3/2,3/2) +0.54579
chi=3, lower J=2, LS amplitudes: 3P +0.92941 1D -0.36905
Levels: chi, J, energy/F2, main LS label and weight, main jj label and weight
  0.1 J=0   -5.1013 3P0 0.9999 (1/2,1/2) 0.6755
  0.1 J=1   -5.0500 3P1 1.0000 (1/2,3/2) 1.0000
  0.1 J=2   -4.9508 3P2 0.9999 (3/2,3/2) 0.6554
  0.1 J=2    1.0008 1D2 0.9999 (1/2,3/2) 0.6554
  0.1 J=0   10.0013 1S0 0.9999 (3/2,3/2) 0.6755
  1.0 J=0   -6.1240 3P0 0.9924 (1/2,1/2) 0.7462
  1.0 J=1   -5.5000 3P1 1.0000 (1/2,3/2) 1.0000
  1.0 J=2   -4.5895 3P2 0.9842 (3/2,3/2) 0.5440
  1.0 J=2    1.0895 1D2 0.9842 (1/2,3/2) 0.5440
  1.0 J=0   10.1240 1S0 0.9924 (3/2,3/2) 0.7462
  3.0 J=0   -8.9499 3P0 0.9523 (1/2,1/2) 0.8518
  3.0 J=1   -6.5000 3P1 1.0000 (1/2,3/2) 1.0000
  3.0 J=2   -4.3423 3P2 0.8638 (1/2,3/2) 0.7021
  3.0 J=2    1.8423 1D2 0.8638 (3/2,3/2) 0.7021
  3.0 J=0   10.9499 1S0 0.9523 (3/2,3/2) 0.8518
 10.0 J=0  -21.3746 3P0 0.8311 (1/2,1/2) 0.9636
 10.0 J=1  -10.0000 3P1 1.0000 (1/2,3/2) 1.0000
 10.0 J=2   -6.5887 3P2 0.5353 (1/2,3/2) 0.9585
 10.0 J=2    7.5887 1D2 0.5353 (3/2,3/2) 0.9585
 10.0 J=0   16.3746 1S0 0.8311 (3/2,3/2) 0.9636
 20.0 J=0  -40.7603 3P0 0.7631 (1/2,1/2) 0.9886
 20.0 J=1  -15.0000 3P1 1.0000 (1/2,3/2) 1.0000
 20.0 J=2  -11.2829 1D2 0.5700 (1/2,3/2) 0.9901
 20.0 J=2   17.2829 3P2 0.5700 (3/2,3/2) 0.9901
 20.0 J=0   25.7603 1S0 0.7631 (3/2,3/2) 0.9886
J=2 main LS labels exchange at chi = 12.000000
J=2 main jj labels exchange at chi = 1.333333
equal LS and jj purity at chi = 4.000000 (J=2), 5.000000 (J=0)
lower J=0 triplet weight at chi = 10000: 0.666889
inversion input, zero shifted by 7 F2: J=0 -1.9499 17.9499, J=1 0.5000, J=2 2.6577 8.8423 F2
recovered: F2 = 1.000000, zeta = 3.000000 (units of input F2)
all tests passed
```
